# First-order ferroelectric transition driven by the cubic invariant of a Td parent

A ferroelectric model with only a quadratic and a positive quartic term in the polarization misplaces the transition when the parent phase has point group $T_d$. It puts the onset at the temperature where the quadratic coefficient vanishes, lets the polarization grow from zero, and offers $\mathbf P$ and $-\mathbf P$ as equivalent states. With the cubic term that $T_d$ allows, the equilibrium transition comes earlier on cooling, the polarization jumps, and reversal does not lead to an equivalent state. A simulation that starts at zero polarization can still miss the transition, because the parent phase remains metastable below it.

## Model and result

Let $\mathbf P$ be a uniform polarization referred to the cubic axes, with $P=|\mathbf P|$. In zero field and at zero stress, the free-energy density relative to the parent phase is

$$F=\frac a2P^2+\frac b4P^4-gP_xP_yP_z,\qquad b>0,\quad g\ne0. \tag{1}$$

The coefficients $b$ and $g$ are constant and $a$ falls on cooling. Within this mean-field model the equilibrium state changes discontinuously at

$$a_t=\frac{2g^2}{27b},\qquad P_t=\frac{2|g|}{3\sqrt3\,b}, \tag{2}$$

where $P_t$ is the jump. I take $g>0$ below; for $g<0$, replace $\mathbf P$ by $-\mathbf P$.

## Which terms the symmetry permits

The 24 operations of $T_d$ act on $\mathbf P$ as the six permutations of its components, combined with the identity or the reversal of any two components. Reversing $P_x$ and $P_y$ multiplies $P_x^iP_y^jP_z^k$ by $(-1)^{i+j}$. Invariance under all such reversals therefore requires $i,j,k$ to have the same parity.

- Degree one: no monomial qualifies.
- Degree two: the squares qualify, and permutations combine them into $P^2$.
- Degree three: $P_xP_yP_z$ alone qualifies, and permutations leave it unchanged.
- Degree four: $P^4$ and $\sum_iP_i^4$ are two independent invariants.

Inversion would change the sign of $P_xP_yP_z$ and forbid it. Equation (1) omits the second quartic invariant, which is restored below.

The mechanical condition matters because $T_d$ is piezoelectric. Let $\eta_x,\eta_y,\eta_z$ be the engineering shear strains in the $yz,zx,xy$ planes. Take harmonic elasticity and couplings linear in strain and at most quadratic in $\mathbf P$. With shear stiffness $C$, piezoelectric coupling $h$ and electrostrictive coupling $q$, the shear energy is then

$$F_\eta=\sum_i\left[\frac C2\eta_i^2-hP_i\eta_i-qP_jP_k\eta_i\right],$$

where $i,j,k$ are all different. Zero stress means $\partial F_\eta/\partial\eta_i=0$, so $\eta_i=(hP_i+qP_jP_k)/C$. Substitution gives

$$F_\eta=-\frac1{2C}\sum_i(hP_i+qP_jP_k)^2
=-\frac{h^2}{2C}P^2-\frac{3hq}{C}P_xP_yP_z-\frac{q^2}{2C}\sum_{j<k}P_j^2P_k^2.$$

The factor 3 arises because each of the three cross terms equals $2hqP_xP_yP_z$. Comparison with (1) shows that $a$ becomes $a-h^2/C$ and $g$ becomes $g+3hq/C$; the last term changes the quartic coefficients. The omitted couplings $\eta_iP_i^3$ and $\eta_iP_iP^2$, which symmetry also allows, would combine with $h$ to change the quartic coefficients further, but not $a$ or $g$. Normal strains have no linear coupling to $\mathbf P$ in $T_d$, and their lowest coupling, to products $P_i^2$, also alters quartic terms. Symmetry also allows the anharmonic terms $P_i\eta_j\eta_k$ and $\eta_x\eta_y\eta_z$. Because $\eta_i$ contains a part linear in $P_i$, they would add further contributions to $g$; they are neglected here. Coefficients measured or calculated at fixed strain must be converted to zero stress before (2), or (6) below when quartic anisotropy is kept, is used for a stress-free crystal.

## The jump from a completed square

The inequality between geometric and arithmetic means gives

$$(P_x^2P_y^2P_z^2)^{1/3}\le\frac{P_x^2+P_y^2+P_z^2}{3}=\frac{P^2}{3},
\qquad |P_xP_yP_z|\le\frac{P^3}{3\sqrt3}.$$

Equality requires $P_x^2=P_y^2=P_z^2$. For given $P>0$, the lowest energy then also requires $P_xP_yP_z>0$. This selects four directions: $[111]$ and the three obtained from it by reversing two components. Thus $F\ge f(P)$, with equality on these directions, where

$$f(P)=\frac a2P^2-\frac{g}{3\sqrt3}P^3+\frac b4P^4. \tag{3}$$

To find when $f$ first touches zero away from the origin, expand

$$\frac b4P^2(P-P_t)^2=\frac b4P^4-\frac{bP_t}{2}P^3+\frac{bP_t^2}{4}P^2.$$

The cubic terms agree if $bP_t/2=g/(3\sqrt3)$, which gives $P_t$ in (2). The quadratic remainder is $(a-bP_t^2/2)P^2/2$. Since

$$\frac{bP_t^2}{2}=\frac b2\,\frac{4g^2}{27b^2}=\frac{2g^2}{27b}=a_t,$$

we have

$$f(P)=\frac{a-a_t}{2}P^2+\frac b4P^2(P-P_t)^2. \tag{4}$$

For $a>a_t$, both terms are non-negative and the first is positive for $P\ne0$, so the parent phase is the unique global minimum. At $a=a_t$ the parent and four polar states have equal energy. For $a<a_t$, $f(P_t)<0$, so the equilibrium state is polar.

The polar minimum does not shrink to zero as $a$ approaches $a_t$ from below. Setting $f'(P)/P=0$ gives

$$a-\frac g{\sqrt3}P+bP^2=0,\qquad
P_+=\frac{g/\sqrt3+\sqrt{g^2/3-4ab}}{2b}. \tag{5}$$

At $a_t$ the radicand is $g^2/3-8g^2/27=g^2/27$, and $P_+=P_t$. If $g=0$, the equilibrium polarization is instead $P=\sqrt{-a/b}$ for $a<0$, and the onset is continuous. The jump is proportional to $|g|$, while the shift of the threshold is proportional to $g^2$.

## Quartic anisotropy

The general quartic form includes $c\sum_iP_i^4/4$. For a unit vector $\mathbf n$, define $\tau=n_xn_yn_z$ and $B=b+c\sum_in_i^4$. Along $\mathbf n$,

$$F=\frac a2P^2-g\tau P^3+\frac B4P^4.$$

The sum $\sum_in_i^4$ runs from $1/3$ to $1$, so $B>0$ in every direction requires $b+c/3>0$ and $b+c>0$. Completing the square as before gives $P_{\mathbf n}=2g\tau/B$ for $\tau>0$, and the threshold $BP_{\mathbf n}^2/2=2g^2\tau^2/B$. The transition occurs at the largest such value.

For $c\ge0$, $\tau^2$ is greatest and $B$ is smallest along $[111]$. For $c<0$, consider the inverse ratio

$$\frac B{\tau^2}=\frac{b+c}{\tau^2}+|c|\,\frac{1-\sum_in_i^4}{\tau^2}.$$

The first term is least along $[111]$. In the second, $1=(\sum_in_i^2)^2$ gives $1-\sum_in_i^4=2\sum_{i<j}n_i^2n_j^2$, so the fraction is $2\sum_i1/n_i^2$. Because $\sum_in_i^2=1$, the Cauchy inequality gives $\sum_i1/n_i^2\ge9$, with equality for equal squares. Both terms therefore select $[111]$, and

$$a_t=\frac{2g^2}{27(b+c/3)},\qquad P_t=\frac{2g}{3\sqrt3\,(b+c/3)}. \tag{6}$$

Stable quartic anisotropy moves the transition but does not make it continuous. A three-dimensional numerical search for the largest $a$ at which some polar state has $F\le0$ tested (6). The threshold agreed to one part in $10^6$ and the jump to one part in $10^3$ for $(b,c,g)=(1,2,1)$, $(1,-0.9,1)$ and $(-0.2,1,0.7)$, in reduced units. The rest of the text returns to $c=0$ unless stated otherwise.

## Metastability, barrier and stiffness

A stationary state satisfies $(a+bP^2)P_x=gP_yP_z$ and its cyclic partners. Multiplying each equation by its own component gives

$$(a+bP^2)P_x^2=(a+bP^2)P_y^2=(a+bP^2)P_z^2=gP_xP_yP_z.$$

For $a>0$ the bracket is positive. All nonzero stationary states therefore have equal squared components and $P_xP_yP_z>0$, and (5) covers them. They exist for $a\le g^2/(12b)=9a_t/8$.

The second derivatives are

$$H_{ij}=(a+bP^2)\delta_{ij}+2bP_iP_j-gM_{ij},$$

where $M_{xy}=P_z$ and cyclic, with zero diagonal. Along $[111]$ every off-diagonal element of $M$ is $P/\sqrt3$. Its eigenvalue is $2P/\sqrt3$ along $\mathbf P$ and $-P/\sqrt3$ across it. Using (5) in the form $a+bP^2=gP/\sqrt3$, the stiffnesses are

$$H_\parallel=2bP^2-\frac{gP}{\sqrt3},\qquad H_\perp=\frac{2gP}{\sqrt3}. \tag{7}$$

For the root $P_+$, $H_\parallel=P_+\sqrt{g^2/3-4ab}$. The polar state is thus a local minimum for $0<a<9a_t/8$. The parent has stiffness $a$ in every direction and is locally stable for $a>0$. A local minimizer started near $\mathbf P=0$ can consequently stay in the parent phase throughout $0<a<a_t$. To find equilibrium, start it from polar states too and compare energies.

At the transition $g/\sqrt3=3bP_t/2$, so (7) gives $H_\parallel=bP_t^2/2=a_t$ and $H_\perp=3bP_t^2=6a_t$. The stiffness along $\mathbf P$ matches that of the parent; the transverse stiffness is six times larger.

Also at $a_t$, $f=(b/4)P^2(P-P_t)^2$ has its maximum between the two phases at $P_t/2$, with height

$$\Delta F=\frac b4\left(\frac{P_t}{2}\right)^4=\frac{bP_t^4}{64}. \tag{8}$$

Every continuous path of uniform polarization between the phases crosses the sphere $P=P_t/2$, where $F\ge f$. No such path has a lower barrier. Reversing a domain polarization changes only the sign of the cubic term and costs $2gP_t^3/(3\sqrt3)=bP_t^4$. The reversed vector is not a stationary state at $a_t$. A switch from one polar state to another must therefore end, once the field is removed, in another of the four domain states, whose direction has cosine $-1/3$ with the first. For $a>0$ a reversing field can instead leave the crystal in the parent phase, which is also a local minimum.

## Temperature and field

Let $a=\alpha(T-T_0)$, with $\alpha=1/(\varepsilon_0C_W)$ and Curie constant $C_W$. Along a branch of minima $\partial F/\partial\mathbf P=0$, so the entropy relative to the parent is $-dF/dT=-\alpha P^2/2$. On cooling through the transition the entropy falls by

$$\Delta S=\frac{\alpha P_t^2}{2}, \tag{9}$$

and the latent heat is $T_t\Delta S$.

Now apply a field $E\ge0$ along $[111]$. Since $F\ge f(P)$ and $\mathbf E\cdot\mathbf P\le EP$, the lowest energy lies on the ray along $[111]$. Put $P_c=P_t/2$ and $P=P_c+s$. Because $g/\sqrt3=3bP_c$,

$$f'(P)-E=aP-3bP_cP^2+bP^3-E
=bs^3+(a-3bP_c^2)s+aP_c-2bP_c^3-E.$$

When the constant part vanishes, the energy is even in $s$ and the two minima are equal. As $a_t=2bP_c^2$, coexistence follows

$$a=a_t+\frac E{P_c}. \tag{10}$$

The minima lie at $s=\pm\sqrt{3P_c^2-a/b}$. They merge at $a=3bP_c^2=g^2/(9b)$, where (10) gives $E=bP_c^3$. Beyond this end point, the polarization varies continuously with temperature.

## Worked example

With fields in MV/cm and polarization in $\mu$C/cm$^2$, energy densities are in J/cm$^3$. Take $b=5$ (MV/cm)/($\mu$C/cm$^2$)$^3$, $g=8$ (MV/cm)/($\mu$C/cm$^2$)$^2$, $T_0=40$ K and $C_W=50$ K. Then $\alpha=0.2259$ (MV/cm)/($\mu$C/cm$^2$)/K, and

$$a_t=\frac{2\times8^2}{27\times5}=0.948\ \frac{\mathrm{MV/cm}}{\mu\mathrm{C/cm^2}},\qquad
T_t=40+\frac{0.948}{0.2259}=44.2\ \mathrm K,$$

$$P_t=\frac{2\times8}{3\sqrt3\times5}=0.616\ \mu\mathrm{C/cm^2}=0.00616\ \mathrm{C/m^2}.$$

An even-power model with the same $a(T)$ and $b>0$ would place the onset at 40 K. Here the parent is locally stable down to 40 K and the polar phase up to 44.72 K. These are limits for uniform states; nucleation can narrow the observed hysteresis.

The barrier is $5\times0.616^4/64$, or 11.2 mJ/cm$^3$, while the reversed polarization lies 719 mJ/cm$^3$ above a domain state. The four domain polarizations make angles of 109.47° with one another. The susceptibility $1/(\varepsilon_0H)$ at $T_t$ is 11.9 in the parent, 11.9 along $\mathbf P$ in a polar domain and 1.99 across it.

The entropy drop is $0.2259\times0.6158^2/2$, or 42.8 mJ/(cm$^3$ K), and the latent heat is 1.89 J/cm$^3$. A field of 0.01 MV/cm along $[111]$ raises the transition by $0.01/(0.308\times0.2259)=0.144$ K. The end point lies at 0.146 MV/cm and 46.3 K; the model does not say whether a real crystal can sustain that field without conduction or breakdown.

To calibrate the model from equilibrium values of $a_t$ and $P_t$, invert (2):

$$b=\frac{2a_t}{P_t^2},\qquad g=\frac{3\sqrt3\,a_t}{P_t}.$$

With anisotropy, the first expression gives $b+c/3$, so these two data do not separate $b$ from $c$. Temperatures taken from the ends of a hysteresis loop are not equilibrium values of $T_t$.

## Comparison with a real crystal and limits of use

The parameters are set in the rough regime of the lacunar spinel GaV$_4$S$_8$, which has a $T_d$ parent and becomes polar along $\langle111\rangle$ near 40 K, with a polarization below or about 1 $\mu$C/cm$^2$. The coefficients and the Curie constant are chosen, not measured. With a rough cubic cell edge of 0.97 nm and four formula units per cell, the model's entropy drop is 0.71 $k_B$ per formula unit. The real transition also involves orbital order and a lattice distortion, which this model represents only through $\mathbf P$. A further doubt concerns the neglect of fluctuations, whose effect on $T_t$ the model cannot determine.

The following changes are made one at a time, with the other parameters held fixed.

- **Quartic anisotropy.** For $c=+b/2$, $T_t=43.6$ K; for $c=-b/2$, $T_t=45.0$ K.
- **Higher-order terms.** Adding $kP^6/6$ with the assumed natural size $k=b^2/(\alpha T_0)=2.77$ (MV/cm)/($\mu$C/cm$^2$)$^5$ lowers $T_t$ by 0.4 K. Symmetry also allows a term of lower order, $-lP^2P_xP_yP_z$. With the sextic term kept, the assumed natural sizes $l=+3.72$ and $-3.72$ (MV/cm)/($\mu$C/cm$^2$)$^4$ give total shifts of $+1.2$ and $-1.0$ K. The sign of the correction is therefore not known without the fifth-order coefficient.
- **Quantum saturation.** Let $a(T)$ follow $\coth(\hbar\omega/2k_BT)$ with an assumed mode energy of 12 meV, keeping its zero and slope at $T_0$. The slope then increases above $T_0$, and $T_t$ falls by 0.3 K.
- **Unscreened surfaces.** A uniformly polarized $(111)$ plate gains the energy $(\mathbf P\cdot\mathbf n)^2/(2\varepsilon_0\varepsilon_b)$, where $\mathbf n$ is now the plate normal. For an assumed background permittivity $\varepsilon_b=10$ and $\mathbf P$ held normal to the plate, $T_t$ falls by 5 K, more than the whole separation $T_t-T_0$. If $\mathbf P$ may turn, it settles 73.7° from the normal and the fall is 0.5 K. Splitting into domains is not included.

For fluctuations, treat a block of volume $V$ in the parent phase as uniformly polarized and harmonic. Equipartition gives $aV\langle P_i^2\rangle/2=k_BT/2$ for each component, hence $\langle P^2\rangle=3k_BT/(aV)$. At $T_t$ the rms polarization equals the jump when

$$V=\frac{3k_BT_t}{a_tP_t^2}=5.1\ \mathrm{nm^3},$$

a cube of edge 1.7 nm holding about 22 formula units. This is only an order-of-magnitude scale: an amplitude $P_t$ lies beyond the barrier at $P_t/2$, and in such a block the barrier is only about $0.09\,k_BT_t$, so the harmonic form no longer holds there. The uniform barrier (8) equals $k_BT_t$ for a cube of edge 3.8 nm. Equation (1) has no gradient term and so no correlation length. If that length is not well above these sizes, $T_t$, the jump and the hysteresis limits are illustrative rather than predictive. A quantitative treatment then needs gradient, elastic and long-range electrostatic energies, together with thermal sampling. Most of the computed values are collected in the numerical output below.

## Table of computed values

```
Td invariants of degree 1,2,3,4 (count): [0, 1, 1, 2]
Input b: 5 (MV/cm)/(uC/cm2)^3
Input g: 8 (MV/cm)/(uC/cm2)^2
Input T0: 40 K
Input Curie constant: 50 K
alpha: 0.2259 (MV/cm)/(uC/cm2)/K
a_t: 0.9481 (MV/cm)/(uC/cm2)
a_t converted to SI: 9.481e+09 V m/C
Threshold found by 3D search: 0.9481 (MV/cm)/(uC/cm2)
Transition temperature T_t: 44.2 K
Jump P_t: 0.6158 uC/cm2
Jump P_t converted to SI: 0.006158 C/m2
Global minimum |P| at 0.999 a_t: 0.6165 uC/cm2
Number of equal polar domain states: 4
Angle between domain polarizations: 109.47 degrees
Polar phase metastable up to a: 1.067 (MV/cm)/(uC/cm2)
Polar phase metastable up to T: 44.72 K
Barrier at T_t: 11.24 mJ/cm3
Reversed polarization above domain state: 719.2 mJ/cm3
Parent susceptibility at T_t: 11.91 (none)
Polar susceptibility along P: 11.91 (none)
Polar susceptibility across P: 1.985 (none)
Entropy drop on cooling: 42.83 mJ/(cm3 K)
Latent heat: 1.893 J/cm3
Rough cubic cell edge used: 0.97 nm
Entropy drop per formula unit: 0.708 k_B
Test field along [111]: 0.01 MV/cm
Shift of T_t in that field: 0.144 K
End-point field: 0.146 MV/cm
End-point temperature: 46.3 K
T_t with anisotropy c = +b/2: 43.6 K
T_t with anisotropy c = -b/2: 45.04 K
Sextic coefficient assumed: 2.77 (MV/cm)/(uC/cm2)^5
Shift of T_t from sextic term: -0.4 K
Mode energy assumed: 12 meV
Shift of T_t from quantum saturation: -0.31 K
Background permittivity assumed: 10 (none)
Unscreened (111) plate, P held normal: shift: -5 K
Unscreened (111) plate, P free to turn: shift: -0.47 K
Angle of turned P to plate normal: 73.7 degrees
Block volume where rms fluctuation = P_t: 5.09 nm3
Edge of that block: 1.72 nm
Formula units in that block: 22 (none)
Edge of block whose barrier is k_B T: 3.79 nm
```
